# Linewidth Variance from Edge Variance and Edge Correlation: a program that tests the result

```python
"""
Result under test: two edges of a line, displaced by u_L and u_R along the
same axis, with equal variance s^2 and correlation coefficient c, give a
linewidth w = w0 + u_R - u_L with variance 2 s^2 (1 - c).
Also tested: unequal edges, outward sign convention, finite measuring
windows, and the effect on the lowest level of a hard-wall cross-section.
Symbols: w0 mean width, xi correlation length, L window length,
g fraction of variance carried by the window mean, m effective mass.
Lengths are in angstrom and energies in eV unless a name says otherwise.
"""
import numpy as np
from scipy.constants import physical_constants, angstrom
from scipy.linalg import eigh_tridiagonal
from scipy.signal import lfilter

BOHR = physical_constants["Bohr radius"][0] / angstrom
HARTREE = physical_constants["Hartree energy in eV"][0]

w0, s, c = 100.0, 5.0, 0.4
xi_common, xi_own, L = 1000.0, 200.0, 2000.0
mass = 0.2


def width_variance(s_edge, corr):
    return 2 * s_edge**2 * (1 - corr)


# --- Non-Gaussian edges: integrate the width density itself ---------------
nodes, weights = np.polynomial.legendre.leggauss(16)


def legendre2(x):
    return (3 * x**2 - 1) / 2


def joint_density(x, y, k1, k2):
    return (1 + k1 * x * y + k2 * legendre2(x) * legendre2(y)) / 4


def edge_moments(k1, k2):
    x, y = np.meshgrid(nodes, nodes, indexing="ij")
    p = np.outer(weights, weights) * joint_density(x, y, k1, k2)
    var_x, var_y = np.sum(p * x**2), np.sum(p * y**2)
    cov = np.sum(p * x * y)
    cov_squares = np.sum(p * x**2 * y**2) - var_x * var_y
    return var_x, var_y, cov, cov_squares


def variance_from_width_density(k1, k2):
    moments = np.zeros(3)
    for low, high in ((-2.0, 0.0), (0.0, 2.0)):
        half = (high - low) / 2
        for node, weight in zip(nodes, weights):
            d = (low + high) / 2 + half * node
            a, b = max(-1.0, -1.0 - d), min(1.0, 1.0 - d)
            x = (a + b) / 2 + (b - a) / 2 * nodes
            density = (b - a) / 2 * np.sum(
                weights * joint_density(x, x + d, k1, k2))
            moments += half * weight * density * np.array([1.0, d, d * d])
    assert abs(moments[0] - 1) < 1e-12
    return moments[2] - moments[1]**2


for k1, k2 in ((0.6, 0.3), (-0.9, 0.0), (0.0, 0.8)):
    var_x, var_y, cov, cov_squares = edge_moments(k1, k2)
    assert abs(var_x - var_y) < 1e-12
    predicted = width_variance(np.sqrt(var_x), cov / var_x)
    assert abs(variance_from_width_density(k1, k2) - predicted) < 1e-12
# The last case is uncorrelated but dependent.
assert abs(cov) < 1e-12 and cov_squares > 0.01
dependent_cov_squares = cov_squares
dependent_ratio = variance_from_width_density(0.0, 0.8) / var_x


# --- Two-valued edges: explicit sums over four configurations ------------
def configurations(s_left, s_right, corr):
    return [((1 + a * b * corr) / 4, a * s_left, b * s_right)
            for a in (-1, 1) for b in (-1, 1)]


def mean_and_variance(probabilities, values):
    mean = np.dot(probabilities, values)
    return mean, np.dot(probabilities, (np.asarray(values) - mean)**2)


def enumerate_line(s_left, s_right, corr):
    p, left, right = np.array(configurations(s_left, s_right, corr)).T
    var_width = mean_and_variance(p, w0 + right - left)[1]
    var_centre = mean_and_variance(p, (left + right) / 2)[1]
    outward_corr = np.dot(p, (-left) * right) / (s_left * s_right)
    return var_width, var_centre, outward_corr


table = []
for corr in (-1.0, -0.5, 0.0, 0.4, 0.5, 0.8, 1.0):
    var_w, var_centre, c_out = enumerate_line(s, s, corr)
    assert abs(var_w - width_variance(s, corr)) < 1e-10
    assert abs(var_centre - s**2 * (1 + corr) / 2) < 1e-10
    assert abs(c_out + corr) < 1e-12
    assert abs(var_w - 2 * s**2 * (1 + c_out)) < 1e-10
    table.append((corr, np.sqrt(var_w), np.sqrt(var_centre)))
assert enumerate_line(s, s, 0.45)[0] > s**2 > enumerate_line(s, s, 0.55)[0]

s_left, s_right = 4.0, 6.0
unequal_var = enumerate_line(s_left, s_right, c)[0]
mean_square = (s_left**2 + s_right**2) / 2
unequal_naive = 2 * mean_square * (1 - c)
unequal_extra = c * (s_left - s_right)**2
assert abs(unequal_var - unequal_naive - unequal_extra) < 1e-10


# --- Finite window: closed factor against a double sum --------------------
def mean_fraction(xi):
    r = xi / L
    return 2 * r - 2 * r**2 * (1 - np.exp(-1 / r))


fine = (np.arange(1500) + 0.5) * L / 1500
separation = np.abs(fine[:, None] - fine[None, :])
for xi in (xi_common, xi_own):
    # The midpoint sum has a small error from the kink at zero separation.
    assert abs(np.exp(-separation / xi).mean() - mean_fraction(xi)) < 1e-5

g_common, g_own = mean_fraction(xi_common), mean_fraction(xi_own)
edge_var_win = s**2 * (c * (1 - g_common) + (1 - c) * (1 - g_own))
cov_win = c * s**2 * (1 - g_common)
c_win = cov_win / edge_var_win
width_var_win = width_variance(np.sqrt(edge_var_win), c_win)
width_var_mixed = width_variance(np.sqrt(edge_var_win), c)
mean_width_var = width_variance(s, c) * g_own

# --- Finite window: simulated edges ---------------------------------------
rng = np.random.default_rng(2718)
n_lines, n_points = 4000, 400
step = L / n_points


def correlated_paths(xi):
    a = np.exp(-step / xi)
    noise = rng.standard_normal((n_lines, n_points))
    noise[:, 1:] *= np.sqrt(1 - a**2)
    return lfilter([1.0], [1.0, -a], noise, axis=1)


shared = np.sqrt(c) * s * correlated_paths(xi_common)
left = shared + np.sqrt(1 - c) * s * correlated_paths(xi_own)
right = shared + np.sqrt(1 - c) * s * correlated_paths(xi_own)
width_change = right - left
left_in = left - left.mean(axis=1, keepdims=True)
right_in = right - right.mean(axis=1, keepdims=True)


def estimate(per_line):
    return per_line.mean(), per_line.std(ddof=1) / np.sqrt(n_lines)


sim_width_win, err_width_win = estimate(width_change.var(axis=1))
simulated = [
    (estimate((width_change**2).mean(axis=1)), width_variance(s, c)),
    ((sim_width_win, err_width_win), width_var_win),
    (estimate((left_in**2 + right_in**2).mean(axis=1) / 2), edge_var_win),
    (estimate((left_in * right_in).mean(axis=1)), cov_win),
    (estimate(width_change.mean(axis=1)**2), mean_width_var),
]
for (value, error), predicted in simulated:
    # Sampling noise: 4.5 standard errors, each required to be small.
    assert error < 0.05 * predicted
    assert abs(value - predicted) < 4.5 * error
assert abs(sim_width_win - width_var_mixed) > 10 * err_width_win


# --- Lowest level of a hard-wall cross-section ----------------------------
def lowest_level(width):
    n = 400
    h = width / BOHR / (n + 1)
    scaled = eigh_tridiagonal(np.full(n, 2.0), np.full(n - 1, -1.0),
                              eigvals_only=True, select="i",
                              select_range=(0, 0))[0]
    return HARTREE * scaled / (2 * mass * h**2)


def level_statistics(s_edge):
    p, u_left, u_right = np.array(configurations(s_edge, s_edge, c)).T
    levels = [lowest_level(w0 + b - a) for a, b in zip(u_left, u_right)]
    mean, variance = mean_and_variance(p, levels)
    return mean - E0, np.sqrt(variance)


E0 = lowest_level(w0)
E0_formula = HARTREE * np.pi**2 / (2 * mass * (w0 / BOHR)**2)
assert abs(E0 / E0_formula - 1) < 2e-5  # finite-difference grid error


def level_rules(s_edge):
    relative = np.sqrt(width_variance(s_edge, c)) / w0
    return 3 * E0 * relative**2, 2 * E0 * relative


shift, spread = level_statistics(s)
shift_rule, spread_rule = level_rules(s)
errors = []
for s_edge in (s, s / 2):
    found, ruled = level_statistics(s_edge), level_rules(s_edge)
    errors.append([f / r - 1 for f, r in zip(found, ruled)])
for full, halved in zip(*errors):
    # Halving s must cut the relative error by about four.
    assert 0 < full < 0.05 and 3.8 < full / halved < 4.3

# --- Output ---------------------------------------------------------------
sigma_w = np.sqrt(enumerate_line(s, s, c)[0])
print(f"mean width w0 = {w0:.1f} angstrom")
print(f"edge standard deviation s = {s:.2f} angstrom")
print(f"edge correlation c = {c:.2f} (no unit)")
print(f"width variance = {sigma_w**2:.3f} angstrom^2")
print(f"width standard deviation = {sigma_w:.4f} angstrom")
print(f"  the same = {sigma_w / BOHR:.4f} bohr")
print("c (no unit), width sd, centre sd (both angstrom):")
for corr, sd_width, sd_centre in table:
    print(f"  {corr:5.2f}  {sd_width:8.4f}  {sd_centre:8.4f}")
print("dependent but uncorrelated edges (no unit, half-range = 1):")
print(f"  covariance of squares = {dependent_cov_squares:.5f}")
print(f"  width variance / edge variance = {dependent_ratio:.5f}")
print(f"unequal edges: s_L = {s_left:.1f}, s_R = {s_right:.1f} angstrom")
print(f"  true width variance = {unequal_var:.3f} angstrom^2")
print(f"  from mean edge variance = {unequal_naive:.3f} angstrom^2")
print(f"  missing term = {unequal_extra:.3f} angstrom^2")
print(f"window length L = {L:.0f} angstrom")
print(f"shared correlation length = {xi_common:.0f} angstrom")
print(f"own correlation length = {xi_own:.0f} angstrom")
print(f"g shared = {g_common:.5f}, g own = {g_own:.5f} (no unit)")
print(f"window edge variance = {edge_var_win:.3f} angstrom^2")
print(f"window edge sd = {np.sqrt(edge_var_win):.4f} angstrom")
print(f"window correlation = {c_win:.4f} (no unit)")
print(f"window width variance = {width_var_win:.3f} angstrom^2")
print(f"  simulated = {sim_width_win:.3f} angstrom^2")
print(f"  standard error = {err_width_win:.3f} angstrom^2")
print(f"  wrong mixed estimate = {width_var_mixed:.3f} angstrom^2")
print(f"window width sd = {np.sqrt(width_var_win):.4f} angstrom")
print(f"  wrong mixed sd = {np.sqrt(width_var_mixed):.4f} angstrom")
print(f"variance of window-mean width = {mean_width_var:.3f} angstrom^2")
print(f"simulated lines = {n_lines}, points per line = {n_points}")
print(f"effective mass = {mass:.2f} electron masses")
print(f"level at mean width = {E0:.6f} eV")
print(f"level spread, summed = {spread:.6f} eV")
print(f"level spread, linear rule = {spread_rule:.6f} eV")
print(f"mean level shift, summed = {shift:.6f} eV")
print(f"mean level shift, quadratic rule = {shift_rule:.6f} eV")
print("relative rule errors at s and s/2 (no unit):")
print(f"  shift: {errors[0][0]:.5f}, {errors[1][0]:.5f}")
print(f"  spread: {errors[0][1]:.5f}, {errors[1][1]:.5f}")
print("ALL CHECKS PASSED")
```

It prints:

```
mean width w0 = 100.0 angstrom
edge standard deviation s = 5.00 angstrom
edge correlation c = 0.40 (no unit)
width variance = 30.000 angstrom^2
width standard deviation = 5.4772 angstrom
  the same = 10.3505 bohr
c (no unit), width sd, centre sd (both angstrom):
  -1.00   10.0000    0.0000
  -0.50    8.6603    2.5000
   0.00    7.0711    3.5355
   0.40    5.4772    4.1833
   0.50    5.0000    4.3301
   0.80    3.1623    4.7434
   1.00    0.0000    5.0000
dependent but uncorrelated edges (no unit, half-range = 1):
  covariance of squares = 0.01422
  width variance / edge variance = 2.00000
unequal edges: s_L = 4.0, s_R = 6.0 angstrom
  true width variance = 32.800 angstrom^2
  from mean edge variance = 31.200 angstrom^2
  missing term = 1.600 angstrom^2
window length L = 2000 angstrom
shared correlation length = 1000 angstrom
own correlation length = 200 angstrom
g shared = 0.56767, g own = 0.18000 (no unit)
window edge variance = 16.623 angstrom^2
window edge sd = 4.0772 angstrom
window correlation = 0.2601 (no unit)
window width variance = 24.600 angstrom^2
  simulated = 24.313 angstrom^2
  standard error = 0.159 angstrom^2
  wrong mixed estimate = 19.948 angstrom^2
window width sd = 4.9598 angstrom
  wrong mixed sd = 4.4663 angstrom
variance of window-mean width = 5.400 angstrom^2
simulated lines = 4000, points per line = 400
effective mass = 0.20 electron masses
level at mean width = 0.018801 eV
level spread, summed = 0.002118 eV
level spread, linear rule = 0.002060 eV
mean level shift, summed = 0.000172 eV
mean level shift, quadratic rule = 0.000169 eV
relative rule errors at s and s/2 (no unit):
  shift: 0.01690, 0.00418
  spread: 0.02825, 0.00699
ALL CHECKS PASSED
```
